# The Two-Photon Recoil Correction to the Muonium Hyperfine Splitting, part 2

The problem is the recoil shift of the 1S hyperfine splitting, $E(F=1)-E(F=0)$, for two bound point Dirac particles with $g=2$. Units are $\hbar=c=1$ and $e^2=4\pi\alpha$. The light particle has mass $m$, charge $-e$ and spin matrices $\boldsymbol\sigma$; the heavy one has mass $M>m$, charge $+Ze$ and spin matrices $\boldsymbol\sigma'$. The reduced mass is $m_r=mM/(m+M)$, and $\gamma=Z\alpha m_r$ is the bound-state momentum.

The Fermi contact interaction is

$$V_F=\frac{2\pi Z\alpha}{3mM}\,\boldsymbol\sigma\cdot\boldsymbol\sigma', \tag{3}$$

and its first-order splitting is

$$E_F=\frac{8}{3}\,\frac{(Z\alpha)^4m_r^3}{mM}. \tag{1}$$

The theorem to be proved states that, for $Z\alpha\ll1$, the recoil contribution of relative order $Z\alpha$ is

$$\Delta E=-\frac{3Z\alpha}{\pi}\,\frac{mM}{M^2-m^2}\,\ln\frac Mm\;E_F. \tag{2}$$

Two-photon exchange between particles at rest (threshold) gives the interaction $V_2$. Each particle enters through its forward two-photon tensor. With spatial loop momentum $k=K\sin\theta$ and Euclidean energy $k_4=K\cos\theta$,

$$\frac{V_2}{V_F}=\frac{8Z\alpha mM}{\pi^2}
\int dk\,dk_4\,
\frac{k^2(2k^2+3k_4^2)}
{(K^4+4m^2k_4^2)(K^4+4M^2k_4^2)}. \tag{11}$$

Equivalently,

$$\frac{V_2}{V_F}=\frac{8Z\alpha mM}{\pi^2}
\int K\,dK\int_0^\pi d\theta\,
\frac{\sin^2\theta\,(2+\cos^2\theta)}
{(K^2+4m^2\cos^2\theta)(K^2+4M^2\cos^2\theta)}, \tag{10}$$

with a lower cutoff on the momentum still to be imposed. For $t>0$ let $\rho=\sqrt{1+t^2}-t$. The angular integral is

$$F(t)\equiv\int_0^\pi d\theta\,
\frac{\sin^2\theta(2+\cos^2\theta)}{t^2+\cos^2\theta}
=\pi\left(\frac{2\rho}{t}+\frac{\rho^2}{2}\right), \tag{12}$$

and

$$\frac{V_2}{V_F}=\frac{2Z\alpha mM}{\pi^2(M^2-m^2)}
\int\frac{dK}{K}
\left[F\!\left(\frac K{2M}\right)-F\!\left(\frac K{2m}\right)\right]. \tag{13}$$

At small $t$,

$$F(t)=\frac{2\pi}{t}-\frac{3\pi}{2}+O(t^2). \tag{14}$$

The first term makes the integral diverge at small $K$:

$$\left.\frac{V_2}{V_F}\right|_{K\to0}
\simeq\frac{8Z\alpha m_r}{\pi}\int\frac{dK}{K^2}. \tag{15}$$

The bound-state wave function determines what this divergence means.

### Lemma 6: the low-momentum part

*Choose a momentum $\lambda$ with $\gamma\ll\lambda\ll m$. The Fermi interaction acting between wave-function components of momentum below $\lambda$ gives*

$$E_{\rm low}=E_F\left[1-\frac{8\gamma}{\pi\lambda}
+O\!\left(\frac{\gamma^2}{\lambda^2}\right)\right]. \tag{16}$$

*Proof.* The 1S wave function is $\psi(r)=\psi(0)e^{-\gamma r}$. Its Fourier transform is

$$\begin{aligned}
\tilde\psi(p)&=\frac{4\pi\psi(0)}p\int_0^\infty r\sin(pr)e^{-\gamma r}dr\\
&=\psi(0)\frac{8\pi\gamma}{(p^2+\gamma^2)^2}.
\end{aligned}$$

The contact interaction multiplies the wave function at the origin by its conjugate. Keeping momenta below $\lambda$ replaces $\psi(0)$ by

$$\begin{aligned}
\psi_\lambda(0)&=\psi(0)\frac{4\gamma}{\pi}
\int_0^\lambda\frac{p^2dp}{(p^2+\gamma^2)^2}\\
&=\psi(0)\left[1-\frac{4\gamma}{\pi\lambda}
+O\!\left(\frac{\gamma^3}{\lambda^3}\right)\right].
\end{aligned}$$

The full integral is $\pi/4\gamma$, which fixes the leading 1. Above $\lambda$ the integrand is $1/p^2$ to leading order, which gives the tail. Squaring proves (16). $\square$

The same tail can be obtained from the second-order nonrelativistic amplitude at threshold. The Coulomb potential may act before or after $V_F$, which gives a factor 2. The energy denominator is $-q^2/2m_r$. Hence the iteration equals

$$\begin{aligned}
2V_F\int\frac{d^3q}{(2\pi)^3}
\left(-\frac{2m_r}{q^2}\right)
\left(-\frac{4\pi Z\alpha}{q^2}\right)
=V_F\frac{8Z\alpha m_r}{\pi}\int\frac{dq}{q^2}.
\end{aligned}$$

This has the coefficient in (15). The divergent term of the two-photon amplitude is the part of the Fermi energy supplied by high-momentum components of $\psi$. Adding it to the complete $E_F$ would count that part twice.

### Lemma 7: other low-momentum effects do not contribute at this order

*For spin-spin exchange below $\lambda$, corrections to (16) are of relative order $Z\alpha\lambda/m$ or $(Z\alpha)^2$, apart from logarithms and the displayed powers of $\gamma/\lambda$.*

*Proof by power counting, with the first retardation term evaluated.* Relativistic corrections to the particle motion and to the one-photon interaction contain two additional powers of momentum over mass. For $p\sim\gamma$ this gives $(Z\alpha)^2$. In the wave-function tail it gives an integral of order

$$\gamma\int^\lambda\frac{dp}{p^2}\frac{p^2}{m^2}
\sim\frac{\gamma\lambda}{m^2}\lesssim Z\alpha\frac\lambda m .$$

Spin-dependent interactions of one particle with two photons at a point also occur in the nonrelativistic description. Relative to $V_F$ they contain one further $Z\alpha$ and one further momentum over mass, so they are again of order $Z\alpha\lambda/m$ or $(Z\alpha)^2$.

Retardation requires separate attention because a single factor of bound-state energy over photon energy could be of order $\gamma/m$. Let $A$ be the electron's spin current multiplied by $e^{i\mathbf k\cdot\mathbf r_1}$, and let $B$ be the heavy particle's spin current multiplied by $e^{-i\mathbf k\cdot\mathbf r_2}$. The photon may travel in either direction. The exchange contains

$$\left\langle A\frac1{H-E+k}B\right\rangle
+\left\langle B\frac1{H-E+k}A\right\rangle .$$

Here $H$ is the two-particle Coulomb Hamiltonian and $E$ the bound-state energy. Expansion in $(H-E)/k$ gives the instantaneous interaction first. The next term is proportional to

$$\begin{aligned}
&\langle A(H-E)B\rangle+\langle B(H-E)A\rangle\\
&\quad=\langle A[H,B]\rangle-\langle[H,B]A\rangle
=\langle[A,[H,B]]\rangle .
\end{aligned}$$

The eigenvalue equation was used on the right state in the first term and on the left state in the second. The Coulomb potential commutes with $B$, so $[H,B]$ comes from the heavy particle's kinetic energy. It contains variables of the heavy particle alone and commutes with $A$. The first retardation term therefore vanishes. The next one has two powers of $(H-E)/k$ and obeys the estimate already given. $\square$

This vanishing agrees with the cancellation of the constants in (14): neither calculation leaves a logarithm reaching down to atomic momenta.

### Lemma 8: the cutoff may be placed on $K$

The division in Lemma 6 is made in the spatial momentum $k$, while (13) is most easily evaluated with a cutoff on $K$. *The difference between the two choices vanishes when $\lambda/m\to0$.*

*Proof.* Because $K\ge k$, the difference comes from points with $K>\lambda$ but $k<\lambda$. Write $s=\sin\theta$ and $c=\cos\theta$. At fixed angle, $K$ runs from $\lambda$ to $\lambda/s$. The length of this interval is

$$\lambda\frac{1-s}{s}
=\lambda\frac{c^2}{s(1+s)}
\le\frac{\lambda c^2}{s}.$$

For positive $X$ and $Y$, $X^2+Y^2\ge X^{3/2}Y^{1/2}$, since the right side cannot exceed the larger square. Thus the denominators in (10) obey

$$K^2+4m^2c^2\ge K^{3/2}(2m|c|)^{1/2},\qquad
K^2+4M^2c^2\ge4M^2c^2 .$$

Also $2+c^2\le3$ and $K^{-1/2}\le\lambda^{-1/2}$. The integral over the difference region is at most

$$\begin{aligned}
&\frac{3}{4M^2\sqrt{2m}}
\int_0^\pi d\theta\,
\frac{s^2\lambda^{-1/2}}{|c|^{5/2}}
\frac{\lambda c^2}{s}\\
&\quad=\frac{3\sqrt\lambda}{4M^2\sqrt{2m}}
\int_{-1}^{1}\frac{dc}{\sqrt{|c|}}
=\frac{3\sqrt\lambda}{M^2\sqrt{2m}} .
\end{aligned}$$

Multiplication by $8Z\alpha mM/\pi^2$ gives a bound proportional to $Z\alpha(m/M)\sqrt{\lambda/m}$. It vanishes relative to the claimed correction as $\lambda/m\to0$. $\square$

### Proof of the theorem

Above $\lambda$, the external momenta are small compared with the loop momentum. The threshold interaction then gives a contact term, and its splitting is $E_F$ times $V_2/V_F$. Define the subtracted function

$$\widetilde F(t)=F(t)-\frac{2\pi}{t}.$$

Integrating (15) from $\lambda$ upward gives $8Z\alpha m_r/(\pi\lambda)$. The high-momentum part is therefore

$$\begin{aligned}
\frac{E_{\rm high}}{E_F}
={}&\frac{8Z\alpha m_r}{\pi\lambda}\\
&+\frac{2Z\alpha mM}{\pi^2(M^2-m^2)}
\int_\lambda^\infty\frac{dK}{K}
\left[\widetilde F\!\left(\frac K{2M}\right)
-\widetilde F\!\left(\frac K{2m}\right)\right].
\end{aligned} \tag{17}$$

Since $\gamma=Z\alpha m_r$, the first term cancels the $\lambda$-dependent term in (16). One can choose, for example, $\lambda=m(Z\alpha)^{1/4}$. Then $\lambda/m$ tends to zero, and $(\gamma/\lambda)^2$ is at most of order $(Z\alpha)^{3/2}$, which is smaller than $Z\alpha$. The neglected terms do not affect the coefficient sought. In the remaining integral the lower limit can be set to zero, because (14) makes the bracket $O(K^2)$ there.

For any $f$ with finite limits at zero and infinity, and for positive $a$ and $b$, a change of variable in each term gives

$$\begin{aligned}
&\int_\varepsilon^\Lambda\frac{dK}{K}[f(aK)-f(bK)]\\
&\quad=\int_{a\varepsilon}^{b\varepsilon}\frac{dx}{x}f(x)
-\int_{a\Lambda}^{b\Lambda}\frac{dx}{x}f(x).
\end{aligned}$$

As $\varepsilon\to0$ and $\Lambda\to\infty$, this tends to $[f(0)-f(\infty)]\ln(b/a)$, which is Frullani's integral. Here $a=1/2M$ and $b=1/2m$. Equation (14) gives $\widetilde F(0)=-3\pi/2$. At large $t$, $\rho\simeq1/2t$, so both $F$ and $2\pi/t$ vanish and $\widetilde F(\infty)=0$. Thus

$$\int_0^\infty\frac{dK}{K}
\left[\widetilde F\!\left(\frac K{2M}\right)
-\widetilde F\!\left(\frac K{2m}\right)\right]
=-\frac{3\pi}{2}\ln\frac Mm .$$

Multiplying by the prefactor in (17),

$$\frac{2Z\alpha mM}{\pi^2(M^2-m^2)}
\left(-\frac{3\pi}{2}\ln\frac Mm\right)
=-\frac{3Z\alpha}{\pi}\frac{mM}{M^2-m^2}\ln\frac Mm ,$$

which is the ratio $\Delta E/E_F$ in (2). $\square$

The numerical check integrates (11) first over $k_4$ and then over $k$, subtracting the nonrelativistic iteration in $k$. It asserts agreement with the theorem to one part in $10^4$ for four mass ratios. This tests the logarithm and the change of cutoff by a different order of integration.

### Limits and physical meaning

For $M\gg m$, the relative correction tends to $-(3Z\alpha/\pi)(m/M)\ln(M/m)$. It vanishes for an infinitely heavy particle, although the logarithm makes it decrease more slowly than $m/M$.

When $M$ approaches $m$, put $M=m(1+\delta)$. Then $\ln(M/m)\simeq\delta$ and $M^2-m^2\simeq2m^2\delta$, so

$$\Delta E\to-\frac{3Z\alpha}{2\pi}E_F.$$

The equal masses cause no singularity. For a particle and its own antiparticle, annihilation would have to be added.

The logarithm comes from momenta between the two mass scales. There the electron is relativistic while the heavy particle is still slow. For $2m\ll K\ll2M$, the heavy term $\widetilde F(K/2M)$ is close to $-3\pi/2$, while the electron term is close to $-4\pi m/K$. The integrand per unit $K$ is then

$$\frac1K\left[-\frac{3\pi}{2}+\frac{4\pi m}{K}+\cdots\right]
=-\frac{3\pi}{2K}\left[1-\frac{8m}{3K}+\cdots\right]. \tag{18}$$

The leading term gives one logarithm across the interval.

This also shows a limit on the theorem. The loop includes momenta comparable with $M$, where a composite nucleus does not respond as a point Dirac particle. Its form factors, anomalous magnetic moment and excited states change the forward tensor used here. Inserting a nuclear mass and charge into (2) is therefore not a complete recoil calculation for a heavy ion. For a highly charged ion, the expansion in $Z\alpha$ may also be inadequate.

### Muonium

For muonium $Z=1$. Let $x=m/M$. Since $m_r=m/(1+x)$, equation (1) becomes $\tfrac83\alpha^4mx/(1+x)^3$. With the Rydberg frequency $R=\alpha^2mc^2/2h$ after restoring units, the Fermi frequency is

$$\frac{E_F}{h}=\frac{16}{3}\alpha^2\frac{x}{(1+x)^3}R .$$

The inputs are $\alpha=0.0072973526$, $M/m=206.768283$ and $R=3\,289\,841\,960.250$ MHz. The reduced-mass factor is $(1+x)^{-3}=0.98563022$. Therefore

$$\begin{aligned}
\frac{E_F}{h}
&=\frac{16}{3}(0.0072973526)^2
\frac{0.98563022}{206.768283}\,R\\
&=4453.839\ \text{MHz}.
\end{aligned}$$

This is the Fermi term as defined in (1), without anomalous magnetic moments, and is not a prediction of the complete splitting.

The factors in the recoil correction are

$$\frac{3\alpha}{\pi}=0.00696846,\qquad
\frac{mM}{M^2-m^2}=0.00483644,\qquad
\ln\frac Mm=5.331599 .$$

Their product, with the minus sign, is $-1.796886\times10^{-4}$. Hence

$$\begin{aligned}
\frac{\Delta E}{h}
&=-1.796886\times10^{-4}\times4\,453\,839\ \text{kHz}\\
&=-800.30\ \text{kHz}.
\end{aligned}$$

The corresponding energy is $-3.310\times10^{-9}$ eV. Direct integration on a finite grid gives $-800.31$ kHz. The difference in the last digit is numerical error of that integration, and the converged value is $-800.304$ kHz. The leading approximation for large $M/m$ gives $-800.29$ kHz, because replacing $mM/(M^2-m^2)$ by $m/M$ makes a relative change of order $(m/M)^2$.

The decimals specify the value of this one term. The natural scale of the next recoil order, $\alpha^2(m/M)E_F$, is 1.147 kHz before numerical coefficients and possible logarithms. A logarithmic factor such as $2\ln(1/\alpha)\simeq9.8$ would raise it to about 11 kHz. As a physical estimate of the recoil shift, (2) therefore gives about $-800$ kHz with an uncertainty of the order of one percent. This estimate concerns recoil terms only. Corrections that survive for an infinitely heavy particle are larger: the relativistic term $\tfrac32\alpha^2E_F$ is about 356 kHz, and the electron anomalous moment adds $(\alpha/2\pi)E_F\simeq5.2$ MHz. A fit of the mass ratio needs these as well.

The subtracted integral can be divided by ranges of $K$:

| Range of $K$ | Contribution (kHz) |
|---|---:|
| below $2m$ | $-28.67$ |
| from $2m$ to $2M$ | $-622.81$ |
| above $2M$ | $-148.82$ |

The middle range supplies about 78 percent of the total. At $K=2\sqrt{mM}=28.759\,m$, the integrand is 0.9078 times its ideal logarithmic value. The first correction in (18) predicts $1-8/(3\times28.759)=0.907$, close to this value; the omitted terms are of order $m/M$ at this $K$. Muonium's two mass scales are well separated, but the interval between them is not wide enough for the edges to be negligible.

All three entries depend on the subtraction. Above $2M$ its effect has a simple interpretation. At very large $K$, $F$ decreases as $1/K^2$, whereas the subtracted nonrelativistic term decreases as $1/K$. The negative remainder removes the high-momentum tail that $|\psi(0)|^2$ includes but the relativistic amplitude does not support. The three entries therefore describe the subtracted integral; their sum is the recoil shift.

## Numbers as computed

```
Checks of the subtraction
tail coefficient of |psi(0)|^2, cutoff 500: 2.5432
8/pi from the Coulomb-Fermi iteration: 2.5465
Shift/(Z alpha E_F), dimensionless: M/m, integration, formula
      1.0000  -0.477465  -0.477465
      2.0000  -0.441271  -0.441271
     10.0000  -0.222102  -0.222102
    206.7683  -0.024624  -0.024624
Muonium, Z = 1
fine-structure constant: 0.0072973526
muon-electron mass ratio M/m: 206.768283
Rydberg frequency: 3289841960.250 MHz
reduced-mass factor (1+m/M)^-3: 0.98563022
gap of sigma.sigma': 4.0
Fermi splitting E_F: 4453.839 MHz
3 alpha/pi: 0.00696846
mM/(M^2-m^2): 0.00483644
ln(M/m): 5.331599
relative shift dE/E_F: -1.796886e-04
recoil shift, formula: -800.30 kHz
recoil shift, direct integration: -800.31 kHz
recoil shift, leading order in m/M: -800.29 kHz
same shift as an energy: -3.3098e-09 eV
part from K < 2m: -28.67 kHz
part from 2m < K < 2M: -622.81 kHz
part from K > 2M: -148.82 kHz
middle momentum K = 2 sqrt(mM): 28.759 m
integrand there / (-(3 pi/2)/K): 0.9078
same ratio for M/m = 1e8, K = 2 sqrt(mM): 0.99987
scale alpha^2 (m/M) E_F of the next order: 1.147 kHz
```
